\section*{Thermal smearing of tunnelling conductance and the factor x/sin x}

Suppose that the transmission of a tunnel barrier grows with electron energy as $e^{\varepsilon/d}$, where $\varepsilon$ is measured from the Fermi level and $d>0$ is an energy. At vanishing bias the problem then contains two energies, $d$ and the thermal energy $k_BT$. The ratio of the conductance at temperature $T$ to that at zero temperature is dimensionless, so it must be a function of their quotient,
\begin{equation}
\frac{G(T)}{G(0)}=F(s),\qquad s=\frac{k_BT}{d}.
\end{equation}
Symmetry says more. Heating a metal empties states below the Fermi level and fills states above it symmetrically, so replacing $d$ by $-d$ cannot change the ratio. Hence $F$ is even. By definition $F(0)=1$, and if $F$ has a power series at $s=0$, only even powers of $T$ can appear; the calculation below shows that the $T^2$ term is present. What remains is to find the function, which is
\begin{equation}
F=\frac{x}{\sin x},\qquad x=\frac{\pi k_BT}{d},\qquad k_BT<d,
\label{result}
\end{equation}
and to decide how much of its formal range survives for a real barrier.

Let two metal electrodes share one temperature and exchange electrons coherently and elastically. Let $\Theta(\varepsilon)$ be the transmission summed over spins and transverse modes, and let a bias $V$ lower the Fermi level of the right electrode by $eV$, with $e>0$. With $f(\varepsilon)=1/(1+e^{\varepsilon/k_BT})$, the right electrode has occupation $f(\varepsilon+eV)$, and the magnitude of the current is
\begin{equation}
I=\frac{e}{h}\int_{-\infty}^{\infty}\Theta(\varepsilon)\,[f(\varepsilon)-f(\varepsilon+eV)]\,d\varepsilon .
\label{current}
\end{equation}
For small $V$ the bracket is $eV(-f')$. A change of $\Theta$ with bias multiplies a bracket that is already of first order, so it does not enter the linear conductance:
\begin{equation}
G(T)=\frac{e^2}{h}\int_{-\infty}^{\infty}\Theta(\varepsilon)\left(-\frac{df}{d\varepsilon}\right)d\varepsilon .
\end{equation}
The function $-f'$ has unit area and shrinks to a delta function as $T\to0$, so $G(0)=(e^2/h)\Theta(0)$. Now assume $\Theta=\Theta_0e^{\varepsilon/d}$, with $\Theta_0$ and $d$ independent of temperature. Setting $z=\varepsilon/k_BT$ gives
\begin{equation}
F(s)=\int_{-\infty}^{\infty}e^{sz}w(z)\,dz,\qquad
w(z)=\frac{e^z}{(1+e^z)^2}=\frac{1}{4\cosh^2(z/2)} .
\label{F}
\end{equation}
The weight $w$ is even, which confirms the symmetry used above.

Convergence is decided by the tails. For $z\to+\infty$, $w\simeq e^{-z}$ and the integrand behaves as $e^{-(1-s)z}$; for $z\to-\infty$ it behaves as $e^{(1+s)z}$. With $s>0$ the integral exists if and only if $s<1$. At $s=1$ the integrand tends to one and the integral grows in step with its upper cutoff: moving the cutoff from $z=50$ to $z=100$ adds $50.0000$ numerically. The transmission then gains with energy as fast as the occupation falls.

To evaluate $F$ for $0<s<1$, write $w=-dn/dz$ with $n=1/(1+e^z)$ and integrate by parts:
\begin{equation}
F(s)=-\left[\frac{e^{sz}}{1+e^z}\right]_{-\infty}^{\infty}+sJ,\qquad
J=\int_{-\infty}^{\infty}\frac{e^{sz}}{1+e^z}\,dz .
\end{equation}
The boundary term vanishes at the upper end because $s<1$ and at the lower end because $s>0$. For $J$, integrate $e^{sz}/(1+e^z)$ counterclockwise around the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$. On the right side the modulus is at most $e^{sR}/(e^R-1)$, and on the left at most $e^{-sR}/(1-e^{-R})$. Both sides have length $2\pi$, so their contributions vanish as $R\to\infty$. On the top side the denominator is unchanged, since $e^{z+2\pi i}=e^z$, while the numerator gains $e^{2\pi is}$; that side is traversed backwards and contributes $-e^{2\pi is}J$.

The enclosed pole is at $z=i\pi$. The derivative of $1+e^z$ there is $e^{i\pi}=-1$, so the residue is $-e^{i\pi s}$. The residue theorem gives
\begin{equation}
J\left(1-e^{2\pi is}\right)=-2\pi i\,e^{i\pi s}.
\end{equation}
Dividing by $e^{i\pi s}$ turns the left side into $J(e^{-i\pi s}-e^{i\pi s})=-2iJ\sin\pi s$, whence
\begin{equation}
J=\frac{\pi}{\sin\pi s},\qquad F(s)=sJ=\frac{\pi s}{\sin\pi s},
\label{J}
\end{equation}
which is Eq.~(\ref{result}). Direct quadrature of Eq.~(\ref{F}) at $s=0.05$, $0.3$, $0.7$ and $0.9$ agrees with it to a largest relative error of $7\times10^{-16}$.

Two limits show what the function means. At low temperature $\sin x=x(1-x^2/6+x^4/120-\dots)$, and inverting the bracket gives
\begin{equation}
\frac{x}{\sin x}=1+\frac{x^2}{6}+\left(\frac1{36}-\frac1{120}\right)x^4+\dots
=1+\frac{x^2}{6}+\frac{7x^4}{360}+\dots
\end{equation}
Expanding $e^{sz}$ in Eq.~(\ref{F}) instead identifies the quadratic term as $s^2\langle z^2\rangle/2$, where the average is taken with $w$, so $\langle z^2\rangle=\pi^2/3$. The conductance rises because an exponential is convex: an electron raised by $\varepsilon$ gains more transmission than one lowered by $\varepsilon$ loses. Near the other end, $\sin\pi s=\sin\pi(1-s)\simeq\pi(1-s)$, so $F\simeq1/(1-s)$. This is the integral of the upper tail $e^{-(1-s)z}$, and it shows that hot electrons then dominate. The maximum of the integrand moves accordingly. Setting the derivative of $sz-2\ln\cosh(z/2)$ to zero gives $\tanh(z/2)=s$, or
\begin{equation}
\varepsilon_{\max}=k_BT\ln\frac{1+s}{1-s},
\end{equation}
which is close to the Fermi level for small $s$ and recedes to infinity as $s\to1$.

The same factor governs the current at finite bias, provided that $\Theta$ at that bias is exponential in energy. From Eq.~(\ref{J}), $\int e^{\varepsilon/d}f(\varepsilon)\,d\varepsilon=k_BTJ=d\,F$. In the second term of Eq.~(\ref{current}), the shift $\varepsilon\to\varepsilon-eV$ produces the same integral times $e^{-eV/d}$. Therefore
\begin{equation}
I(V,T)=\frac{e}{h}\,\Theta_0\,d\left(1-e^{-eV/d}\right)\frac{x}{\sin x}.
\end{equation}
At zero temperature the occupied window is $-eV<\varepsilon<0$, whose integral is $d(1-e^{-eV/d})$, so $I(V,T)/I(V,0)=x/\sin x$ at fixed $V$. Both $\Theta_0$ and $d$ may depend on $V$. Differentiation then gives
\begin{equation}
\frac{\partial I}{\partial V}=F\,\frac{\partial I(V,0)}{\partial V}+I(V,0)\,\frac{\partial F}{\partial d}\,\frac{\partial d}{\partial V}.
\end{equation}
The differential conductance at finite bias thus carries the factor $F$ alone if $d$ does not vary with $V$. At zero bias the extra term disappears because $I(0,0)=0$.

The slope energy follows from the barrier. Take a rectangular barrier of thickness $t$, height $\phi$ above the Fermi level and effective mass $m$. For motion normal to the layers, the WKB transmission with unit prefactor is
\begin{equation}
D(\varepsilon)=e^{-a\sqrt{\phi-\varepsilon}},\qquad a=\frac{2t\sqrt{2m}}{\hbar}.
\end{equation}
Since $\sqrt{\phi-\varepsilon}=\sqrt\phi\,(1-\varepsilon/2\phi-\varepsilon^2/8\phi^2-\dots)$, the exponent is
\begin{equation}
\ln D=-a\sqrt\phi+\frac{\varepsilon}{d}+\frac{\varepsilon^2}{4d\phi}+\dots,\qquad
\frac1d=\frac{a}{2\sqrt\phi}=\frac t\hbar\sqrt{\frac{2m}{\phi}} .
\label{d}
\end{equation}
Thick, low barriers with a heavy mass have a small $d$ and a strong temperature dependence. It also follows that $a\sqrt\phi=2\phi/d$.

The quadratic term in Eq.~(\ref{d}) measures the failure of the pure exponential. For any smooth $\Theta$, a Taylor expansion under the thermal average gives the leading rise $(\pi^2/6)(k_BT)^2\,\Theta''(0)/\Theta(0)$. For one mode,
\begin{equation}
\frac{D''}{D}=\frac1{d^2}+\frac1{2d\phi}=\frac1{d^2}(1+\delta),\qquad \delta=\frac{d}{2\phi}.
\end{equation}
A planar junction sums over transverse wavevectors $k_\parallel$, which are conserved. The decay constant in the barrier then depends on $u=\phi-\varepsilon+\hbar^2k_\parallel^2/2m$, and the number of modes is proportional to $k_\parallel dk_\parallel$, hence to $du$. If the electrodes supply every $k_\parallel$ that matters, the sum is proportional to
\begin{equation}
M(\varepsilon)=\int_{\phi-\varepsilon}^{\infty}e^{-a\sqrt u}\,du
=\frac2{a^2}\left(1+a\sqrt{\phi-\varepsilon}\right)e^{-a\sqrt{\phi-\varepsilon}},
\end{equation}
where the substitution $u=y^2$ and one integration by parts were used. Differentiating the lower limit gives $M'=D$, so $M''(0)=D(0)/d$. With $a^2=4\phi/d^2$,
\begin{equation}
\frac{M''}{M}=\frac{a^2}{2d(1+2\phi/d)}=\frac1{d^2}\,\frac{2\phi/d}{1+2\phi/d}=\frac1{d^2}\,\frac1{1+\delta}.
\end{equation}
Measured against the formula with the one-mode $d$, the planar correction has the opposite sign. The reason is that the planar sum has a gentler slope, $M'/M=1/[d(1+\delta)]$. Relative to its own slope its curvature correction is again positive, $M''/M=(M'/M)^2(1+\delta)$.

At higher temperature a stronger limitation appears. In the WKB model with unit prefactor the transmission above the barrier top is one, and these electrons contribute about $\int_\phi^\infty(-f')\,d\varepsilon=f(\phi)\simeq e^{-\phi/k_BT}$ per mode. Tunnelling at the Fermi level contributes on the scale $D(0)=e^{-2\phi/d}$. The two are equal when
\begin{equation}
k_BT=\frac d2 ,
\end{equation}
well before the pole at $k_BT=d$. For electron energies between the Fermi level and the barrier top, and with $-f'$ replaced by its exponential tail, the exponent $-a\sqrt{\phi-\varepsilon}-\varepsilon/k_BT$ is convex in $\varepsilon$, so it is largest at an end: carriers gather near the Fermi level or near the barrier top. The divergence of $x/\sin x$ belongs to an exponential without an upper limit, and for this barrier the formula requires $k_BT$ well below $d/2$.

For a numerical case take $t=1.5$ nm, $\phi=2$ eV and $m$ equal to 0.4 electron masses, rough values in the regime of an alumina barrier in a magnetic tunnel junction. They give $a=9.72\ \mathrm{eV}^{-1/2}$, a Fermi-level exponent $a\sqrt\phi=9.7205\times1.4142=13.75$, and $d=2\times1.414/9.72=0.291$ eV. The coefficient in $x$ is $\pi k_B/d=9.304\times10^{-4}\ \mathrm{K}^{-1}$, so at 300 K
\begin{equation}
x=9.304\times10^{-4}\times300=0.279,\qquad \frac{x}{\sin x}=1.0131 .
\end{equation}
The conductance rises by 1.31\% between absolute zero and 300 K, of which the quadratic term supplies 1.30\%. At 77 K the rise is 0.09\%, and at 400 K it is 2.3\%.

Integrating the WKB transmission without linearizing its exponent gives rises at 300 K of 1.41\% for one mode and 1.22\% for the planar sum. Relative to the formula these are factors of 1.077 and 0.934; the leading-order predictions with $\delta=0.073$ are 1.073 and 0.932. At a bias of 0.3 V the barrier tilts. Averaging the slope of the exponent over the local height, which falls linearly from $\phi$ to $\phi-eV$, gives
\begin{equation}
\frac1{d(V)}=\frac{a}{eV}\left[\sqrt\phi-\sqrt{\phi-eV}\right],
\end{equation}
or $d=0.280$ eV. The formula then predicts a current ratio of 1.01420 between 300 K and absolute zero, and the one-mode WKB integral gives 1.01435. The low-temperature expansion shows why, for one mode, the agreement is closer than at zero bias. With $D$ the transmission at this bias, the current rises at leading order by $(\pi^2/6)(k_BT)^2[D'(0)-D'(-eV)]$. Divided by the current at absolute zero, this is $(\pi^2/6)(k_BT)^2$ times the average of $D''/D$ over the bias window, weighted with $D$. Now $D''/D$ is the square of the logarithmic slope plus the derivative of that slope. The derivative is positive and raises the result, while the slope itself is smaller for electrons lower in the window. The two changes nearly cancel at biases around this one; as $V\to0$ only the first remains, and at larger bias the second prevails. The cancellation is special to one mode. For the planar sum the rise already lies below the formula at zero bias and falls further with $V$: at 0.3 V the current ratio is 1.0124, a rise of 0.87 times that of the formula.

On heating the model barrier with its parameters held fixed, the one-mode error of the factor reaches 1\% at 810 K, where $k_BT=0.24\,d$. At $k_BT=d/2$, or 1688 K, the WKB result is 1.935 times the formula. Since the formula gives $\pi/2$ there, the conductance is $1.935\times1.571=3.04$ times its zero-temperature value. About one unit of this is over-barrier emission, and the other two come from below the top. That is why the two parts become equal somewhat later, at 1813 K. The pole lies at 3377 K. These temperatures locate the mathematical limits of the one-mode WKB model and are no operating range for a junction. The crossover depends on the prefactor: with the wave matching described below, the transmission is only 0.04 at the barrier top and 3.8 times $D(0)$ at the Fermi level, and the two parts become equal near 2300 K; for the planar WKB sum, divided by normal energy, they do so near 1900 K. At 300 K the ratio $e^{-\phi/k_BT}/D(0)$ is $2\times10^{-28}$, so ideal over-barrier emission is negligible.

In a real junction some effects modify the smearing, and others can be as large as the smearing itself. The image force lowers the barrier: at its middle, with a rough optical permittivity of 3, by 0.22 eV. Lowering the whole barrier by this amount, at fixed thickness and mass, changes the rise at 300 K from 1.31\% to 1.48\%. This understates the effect. The lowering is smallest at the middle, and toward the electrodes the barrier is both lower and thinner; with the full image profile $d=0.260$ eV and the formula gives a rise of 1.65\%. Matching the waves at the interfaces, with $\psi$ and $\psi'/m$ continuous (the size of the correction depends on this choice), for normal incidence and free-electron electrodes with a band depth of 8 eV, reduces the logarithmic slope from 3.44 to 3.29 $\mathrm{eV}^{-1}$. In the pure-exponential formula the leading rise goes as the slope squared, so it falls by about 8\% of itself; the curvature of the matching prefactor is not included in this figure. More serious are temperature-dependent barrier parameters. A thickness increase of 0.1\%, a rough size for thermal strain up to 300 K, adds $0.001\times13.75$ to the exponent at fixed height and lowers $G$ by 1.37\%, enough to cancel the smearing. Conversely, lowering the barrier by $d\ln F=3.8$ meV at fixed thickness raises $G$ as much as the smearing does. A measured $G(T)$ therefore does not determine $d$ unless such drifts are known. The field at 0.3 V is 2 MV/cm, against a rough breakdown field of 10 MV/cm; this comparison says nothing about lifetime. Inelastic and defect-assisted tunnelling are left out and have not been sized here.

Magnetic electrodes add one more effect. Let spin be conserved, let each spin channel conduct in proportion to the product of the spin fractions $(1\pm P)/2$ of the two electrodes, and let all channels share the same $d$. Adding the channels gives
\begin{equation}
G_{\mathrm P}\propto\frac{1+P^2}{2}\,F,\qquad G_{\mathrm{AP}}\propto\frac{1-P^2}{2}\,F,\qquad
\frac{G_{\mathrm P}-G_{\mathrm{AP}}}{G_{\mathrm{AP}}}=\frac{2P^2}{1-P^2}
\end{equation}
for parallel and antiparallel magnetizations. The thermal factor cancels in the magnetoresistance ratio, which stays at 38.1\% for $P=0.40$. Suppose now that the polarization falls as $P_0(1-\alpha T^{3/2})$, the form expected if it follows a magnetization reduced by spin waves, with a rough $\alpha=2\times10^{-5}\ \mathrm{K}^{-3/2}$. At 300 K, $P=0.358$ and the ratio drops to 29.5\%. The same loss changes $G_{\mathrm P}$ by $-2.7\%$ and $G_{\mathrm{AP}}$ by $+3.8\%$, both larger in size than the smearing. Within this model the sum $G_{\mathrm P}+G_{\mathrm{AP}}$ is proportional to $F$ and free of $P$, so it is the better quantity in which to look for $x/\sin x$, provided that the drift of the barrier and the inelastic current are controlled separately. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
basic integral, largest relative error: 6.7e-16
growth at kT=d for cutoff 50 to 100 kT: 50.0000
barrier height: 2.00 eV; thickness: 1.50 nm
barrier mass: 0.40 electron masses
WKB coefficient a: 9.7205 eV^-1/2
WKB exponent at Fermi level: 13.747
slope energy d: 0.2910 eV
coefficient pi*k/d: 9.3040e-04 1/K
kT at 300 K: 0.02585 eV
T=77 K: x=0.0716, x/sin(x)=1.00086, 1+x^2/6=1.00086
  full WKB: one mode 1.00092, planar 1.00080
T=300 K: x=0.2791, x/sin(x)=1.01310, 1+x^2/6=1.01298
  full WKB: one mode 1.01411, planar 1.01224
T=400 K: x=0.3722, x/sin(x)=1.02346, 1+x^2/6=1.02308
  full WKB: one mode 1.02535, planar 1.02196
curvature parameter d/(2 phi): 0.0727
rise at 300 K over formula, one mode: 1.0769
rise at 300 K over formula, planar: 0.9342
bias: 0.30 V; slope energy at bias: 0.2796 eV
current ratio 300 K/0 K at bias, full WKB: 1.01435
current ratio at bias, formula: 1.01420
full/formula at kT=d/4: 1.0112
full/formula at kT=d/2: 1.9350
1% error, one mode: kT/d=0.2399, T=810 K
temperature with kT=d/2: 1688 K
over-barrier part equals rest: kT/d=0.5371, T=1813 K
pole of formula, kT=d: 3377 K
over-barrier/tunnelling part at 300 K: 2.4e-28
rough optical permittivity: 3.0
image lowering at mid-barrier: 0.222 eV
factor at 300 K with that lowering: 1.01475
electrode band depth: 8.0 eV
log slope: WKB 3.4367, wave matching 3.2925 1/eV
smearing, change of G from 0 to 300 K: 1.31 %
rough thermal strain: 0.10 %
change of G by that strain: -1.37 %
barrier lowering equal to smearing: 3.79 meV
polarization: 0 K 0.400, 300 K 0.358
rough polarization-loss coefficient: 2.0e-05 K^-3/2
polarization loss, parallel G: -2.72 %
polarization loss, antiparallel G: 3.75 %
magnetoresistance at 0 K: 38.10 %
magnetoresistance, 300 K, smearing only: 38.10 %
magnetoresistance, 300 K, polarization loss: 29.48 %
field at bias: 2.00 MV/cm; rough breakdown: 10 MV/cm
\end{verbatim}
